# Three-electron sulfur bond and bond lengthening in a reduced disulfide

A disulfide additive in a copper-plating bath may take up one electron before its two sulfur centres separate. The electron enters the antibonding orbital of the S–S bond. This problem asks what bond remains, how strong it is and how long it becomes.

Each sulfur centre is given one real p orbital, \(a\) or \(b\), pointing towards the other centre. The two are equivalent, with overlap \(S(R)\), \(0<S<1\), at separation \(R\). We consider only distances beyond the maximum of \(S\), so \(dS/dR<0\). The one-electron matrix elements are \(\alpha=\langle a|h|a\rangle=\langle b|h|b\rangle\) and \(\beta=\langle a|h|b\rangle\). We assume that the coupling left after removal of the trivial part \(\alpha S\) is proportional to overlap:

\[
\beta-\alpha S=-KS,\qquad K>0 .
\]

Algebra is in atomic units; numbers are in eV and angstrom.

**(a) Find the molecular orbital energies, and express them through orthogonal orbitals on the two centres.**

*Solution.* Symmetry fixes the orbitals as \(g\propto a+b\) and \(u\propto a-b\). Dividing the expectation value of \(h\) by the norm gives

\[
\varepsilon_g=\frac{\alpha+\beta}{1+S},\qquad
\varepsilon_u=\frac{\alpha-\beta}{1-S}.
\]

Substituting \(\beta=\alpha S-KS\),

\[
\varepsilon_g=\alpha-\frac{KS}{1+S},\qquad
\varepsilon_u=\alpha+\frac{KS}{1-S}.
\]

The antibonding orbital rises more than the bonding one falls, because its norm is smaller.

Let \(g\) and \(u\) now be normalised, and define \(a'=(g+u)/\sqrt2\), \(b'=(g-u)/\sqrt2\). These are orthonormal and are exchanged by the symmetry operation. Their common site energy is the mean of the two levels:

\[
\frac{\varepsilon_g+\varepsilon_u}{2}
=\alpha+\frac{KS}{2}\left(\frac1{1-S}-\frac1{1+S}\right)
=\alpha+\frac{KS^2}{1-S^2}.
\]

Their coupling is half the difference:

\[
\frac{\varepsilon_g-\varepsilon_u}{2}
=-\frac{KS}{2}\left(\frac1{1+S}+\frac1{1-S}\right)
=-\frac{KS}{1-S^2}.
\]

With \(t=KS/(1-S^2)\), the site energy is \(\alpha+St\) and the hopping element is \(-t\). Every electron therefore pays \(St\), the cost of overlap, whichever orbital it occupies.

**(b) Define the bond order as**

\[
B=\tfrac12\sum_s\langle a_s^\dagger b_s+b_s^\dagger a_s\rangle ,
\]

**where the operators belong to \(a'\) and \(b'\) and \(s\) is spin. What is it for three electrons, and does electron repulsion change it?**

*Solution.* From \(g=(a'+b')/\sqrt2\) and \(u=(a'-b')/\sqrt2\), for each spin,

\[
g^\dagger g-u^\dagger u
=\tfrac12\left[(a+b)^\dagger(a+b)-(a-b)^\dagger(a-b)\right]
=a^\dagger b+b^\dagger a .
\]

Hence \(B=(n_g-n_u)/2\), with occupations summed over spin.

Take two electrons of spin up and one of spin down. The up electrons fill both orbitals. The down electron occupies \(g\) or \(u\), leaving two configurations, \(g^2u\) and \(gu^2\). Exchange of the centres multiplies the first by \(-1\) and the second by \(+1\). A symmetric Hamiltonian cannot mix them, however strong the repulsion. If \(g^2u\) is the lower,

\[
B=\frac{2-1}{2}=\frac12 .
\]

This is exact within two orbitals and left–right symmetry. It would fail if repulsion made \(gu^2\) lower, if the centres became unequal, or if further orbitals mixed in. For the same reason, the three-electron state has no left–right correlation within this space: one configuration is the full answer.

**(c) Let repulsion be \(U\) for two electrons on one centre and \(V(n_a-1)(n_b-1)\) between centres. Find the energies of the three-electron and neutral two-electron bonds relative to separated fragments. Is half the order half the energy?**

*Solution.* The quantity \(n-1\) counts the excess electrons on a centre, so the second term is the interaction of net charges. With three electrons one centre is doubly and the other singly occupied. The repulsion is then \(U+V(1)(0)=U\), for either placement. The hopping energy is \(-2tB=-t\). The separated thiolate and thiyl radical have energy \(3\alpha+U\). Subtracting this,

\[
E_3=3St-t=-\frac{KS(1-3S)}{1-S^2}.
\]

The term \(-t\) is the resonance of one hole between the centres; \(3St\) is the overlap repulsion paid by three electrons. There is attraction only if \(S<1/3\).

For the neutral singlet, the symmetric covalent state has no repulsion energy. The symmetric ionic state has \(U+V(1)(-1)=U-V\equiv u\), and their coupling is \(-2t\). Relative to two radicals, the energy is \(2St\) plus the lower eigenvalue of

\[
\begin{pmatrix}0&-2t\\-2t&u\end{pmatrix}.
\]

Its characteristic equation is \(x^2-ux-4t^2=0\), so

\[
E_2=2St+\frac u2-\sqrt{\frac{u^2}{4}+4t^2}.
\]

The Hamiltonian contains hopping as \(-2t\) times the bond-order operator. By the Hellmann–Feynman theorem, at fixed site energy and repulsion, \(B=-\tfrac12\partial E/\partial t\). This gives

\[
B_2=\frac{2t}{\sqrt{u^2/4+4t^2}} .
\]

For \(u=0\) the order is one and \(E_2=-2t(1-S)\). In this limit

\[
\frac{E_3}{E_2}=\frac{1-3S}{2(1-S)} .
\]

The ratio tends to one half as \(S\to0\). At finite overlap it is smaller, since \(1-3S<1-S\). Half order is thus a statement about orbital occupation, not about dissociation energy. For \(u\gg t\), by contrast, expanding the root gives \(E_2\simeq2St-4t^2/u\): repulsion weakens the neutral bond, while \(E_3\) does not contain \(u\).

**(d) Add to both curves the same core and lone-pair repulsion \(C(R)=A e^{-(R-R_0)/\rho}\), where \(R_0\) is the neutral bond length. Show when reduction lengthens the bond.**

*Solution.* The total neutral energy is stationary at \(R_0\), and \(C\) cancels from the difference of the curves. The slope of the anion curve at \(R_0\) is therefore that of \(W=E_3-E_2\). We write \(Q=\sqrt{u^2/4+4t^2}\) and hold \(u\) constant. This is a simplification: a \(V\) that falls with distance would make \(u\) grow with \(R\). Since \(\partial W/\partial u=-\tfrac12+u/(4Q)<0\), that growth would only add to the outward force found below. At constant \(u\),

\[
W=St-t-\frac u2+Q,\qquad
\frac{dW}{dS}=t+S\frac{dt}{dS}+\left(\frac{4t}{Q}-1\right)\frac{dt}{dS}.
\]

Here

\[
\frac{dt}{dS}=K\frac{(1-S^2)+2S^2}{(1-S^2)^2}
=K\frac{1+S^2}{(1-S^2)^2}>0 .
\]

The bracket is non-negative if \(16t^2\ge u^2/4+4t^2\), that is, if

\[
t\ge\frac{u}{4\sqrt3}.
\]

This condition is sufficient, not necessary. When it holds, \(dW/dS>0\); as \(dS/dR<0\), the anion energy falls with increasing \(R\) at \(R_0\), and the force points outward.

A minimum must then exist at larger \(R\), provided \(C\) decays faster than \(S\). At large distance the energy approaches \(-KS\), so it tends to zero from below. The lowest value on \(R\ge R_0\) is therefore negative and is not reached at infinity. It is not at \(R_0\) either, where the curve is still falling.

**(e) Without \(C\), at what overlap is the three-electron energy lowest? Find its depth and stiffness.**

*Solution.* Write \(E_3=-Kf\), with \(f=S(1-3S)/(1-S^2)\). The quotient rule gives

\[
f'=\frac{(1-6S)(1-S^2)+2S^2(1-3S)}{(1-S^2)^2}
=\frac{1-6S+S^2}{(1-S^2)^2},
\]

the cubic terms having cancelled. The root below one is

\[
S_*=3-2\sqrt2\simeq0.1716 .
\]

Since \(f'\) changes there from positive to negative, \(E_3\) has a minimum. \(K\) sets its depth but not its position.

At a stationary point a quotient equals the ratio of the derivatives of its numerator and denominator. Using \(1/S_*=3+2\sqrt2\),

\[
f(S_*)=\frac{1-6S_*}{-2S_*}=3-\frac1{2S_*}
=\frac{3-2\sqrt2}{2}=\frac{S_*}{2}.
\]

The depth is \(KS_*/2\).

For the stiffness, only the derivative of the numerator of \(f'\) survives at the root:

\[
-f''(S_*)=\frac{6-2S_*}{(1-S_*^2)^2}.
\]

The stationary condition gives \(1+S_*^2=6S_*\). Hence \((1-S_*^2)^2=(1+S_*^2)^2-4S_*^2=32S_*^2\). Also \(3-S_*=2\sqrt2\), so \(-f''=\sqrt2/(8S_*^2)\). With the local decay length \(\ell=-S/(dS/dR)\),

\[
k=-Kf''\left(\frac{dS}{dR}\right)^2=\frac{\sqrt2\,K}{8\ell^2}.
\]

The term in \(d^2S/dR^2\) is absent because \(f'=0\).

**(f) Turn the optimum overlap into a distance, using nodeless \(n=3\) Slater functions \(\chi=Nr^2e^{-\zeta r}\cos\theta\).**

*Solution.* Normalisation requires

\[
1=N^2\frac{4\pi}{3}\int_0^\infty r^6e^{-2\zeta r}dr
=N^2\frac{4\pi}{3}\frac{720}{(2\zeta)^7},
\qquad N^2=\frac{2\zeta^7}{15\pi}.
\]

Let \(\xi=(r_a+r_b)/R\), \(\eta=(r_a-r_b)/R\) and \(p=\zeta R\). With both orbital axes directed inward,

\[
r_ar_b=\frac{R^2}{4}(\xi^2-\eta^2),\qquad
z_az_b=\frac{R^2}{4}(1-\xi^2\eta^2),
\]

and the volume element is \((R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\). Since \(\chi=Nr\,z\,e^{-\zeta r}\), the angular integral \(2\pi\) leads to

\[
S=\frac{p^7}{480}\int_1^\infty d\xi\,e^{-p\xi}
\int_{-1}^{1}d\eta\,(\xi^2-\eta^2)^2(1-\xi^2\eta^2).
\]

The prefactor is \(2\pi N^2(R/2)^7=(4/15)p^7/128=p^7/480\). Expanding the integrand gives

\[
\xi^4-2\xi^2\eta^2+\eta^4-\xi^6\eta^2+2\xi^4\eta^4-\xi^2\eta^6,
\]

and its integral over \(\eta\) is

\[
-\tfrac23\xi^6+\tfrac{14}{5}\xi^4-\tfrac{34}{21}\xi^2+\tfrac25 .
\]

Repeated integration by parts gives

\[
\int_1^\infty\xi^m e^{-p\xi}d\xi
=e^{-p}\sum_{j=0}^{m}\frac{m!}{j!\,p^{m-j+1}} .
\]

Multiplied by \(p^7e^p\), the four terms become

\[
\begin{aligned}
\xi^6:&\ -\tfrac23(720+720p+360p^2+120p^3+30p^4+6p^5+p^6),\\
\xi^4:&\ \tfrac{14}{5}(24p^2+24p^3+12p^4+4p^5+p^6),\\
\xi^2:&\ -\tfrac{34}{21}(2p^4+2p^5+p^6),\qquad
\xi^0:\ \tfrac25p^6 .
\end{aligned}
\]

Adding equal powers and dividing by 480,

\[
S=e^{-p}\left[-1-p-\frac{9p^2}{25}-\frac{2p^3}{75}
+\frac{34p^4}{1575}+\frac{13p^5}{1575}+\frac{p^6}{525}\right].
\]

Direct spatial quadrature at 1.6, 2.05, 2.8 and 3.6 angstrom, with \(\zeta=3.40\) per angstrom, agreed with this formula to within \(10^{-5}\).

On the outer branch, \(S=S_*\) at \(p_*=9.338\). Thus \(R_*=p_*/\zeta\): the length without core repulsion depends on orbital size alone.

**(g) Evaluate the lengthening for \(K=10\) eV, \(U=11\) eV, \(V=7\) eV, \(\zeta=3.40\) per angstrom, \(R_0=2.05\) angstrom and \(\rho=0.20\) angstrom. What causes it?**

*Solution.* These are round model parameters in the rough regime of an organic disulfide, not a calculation of a particular molecule. At \(R_0\), \(S=0.3483\) and \(t=3.96\) eV. This exceeds \(u/(4\sqrt3)=4/(4\sqrt3)=0.58\) eV, so the force after reduction is outward. The neutral order is 0.97, slightly below one because of repulsion.

Requiring the neutral curve to be stationary at \(R_0\) gives \(A=\rho(dE_2/dR)_{R_0}=0.426\) eV. The range \(\rho\) is below \(1/\zeta=0.29\) angstrom, so \(C\) decays faster than \(S\) at large distance, as assumed in (d).

The sigma-only anion length is

\[
R_*=\frac{9.3384}{3.40}=2.747\ \text{angstrom}.
\]

Core repulsion moves it outward. Let \(F=C(R_*)/\rho\) be the core force there. To first order in the displacement \(\delta\), that force becomes \(F(1-\delta/\rho)\), while the sigma restoring force is \(k\delta\). Equating them,

\[
\delta=\frac{F}{k+F/\rho}
=\frac{0.0654}{3.178+0.0654/0.20}
=0.019\ \text{angstrom}.
\]

Minimising the full curve gives \(R_3=2.766\) angstrom, hence

\[
R_3-R_0=0.716\ \text{angstrom}=0.0716\ \text{nm}.
\]

At \(R_3\) the hole resonance contributes \(-1.720\) eV and overlap repulsion \(+0.863\) eV. Core repulsion reduces the net binding slightly, to 0.845 eV. The neutral well depth is 2.988 eV, so the ratio is \(0.845/2.988=0.28\), well below one half.

To separate the causes, consider a fictitious curve \(2St-t+C\). It has half-order resonance but the overlap repulsion of two electrons; \(K\), \(\zeta\) and \(C\) are held fixed. Its minimum is at 2.465 angstrom. Going from the neutral curve to this one lengthens the bond by 0.415 angstrom; restoring the third electron's \(St\) adds 0.301 angstrom. This division depends on the chosen intermediate curve, but it shows that reduced order alone does not account for the model's full lengthening.

On the model curve, the original geometry cannot hold the extra electron in a bound S–S state relative to the fragments. There \(S\) slightly exceeds one third, so the sigma energy is itself repulsive, by 0.178 eV. Core repulsion adds the larger part, 0.426 eV, and the anion lies 0.604 eV above the fragments. Stretching to \(R_3\) releases \(0.604+0.845=1.449\) eV. In this model, bond lengthening is what makes the three-electron bond binding.

**(h) When does the shared hole survive an electric field or a solvent, and how far can the predicted length be trusted?**

*Solution.* Let the two site energies differ by \(D\). The hole then has the lower energy \(-\sqrt{D^2/4+t^2}\), apart from a constant. Applying \(B=-\tfrac12\partial E/\partial t\),

\[
B=\frac{t}{\sqrt{D^2+4t^2}} .
\]

It returns to one half for \(D\to0\) and vanishes for \(D\gg t\). Take \(D\) as field times bond length, which neglects a correction of about one percent from overlap. A field of 10 MV/cm along the bond then gives \(D=0.277\) eV and \(B=0.498\), so this field hardly localises the hole.

A polar solvent can create the inequality itself. Let \(q\) be a solvent coordinate and \(\lambda\) the reorganisation energy. For the hole on either centre take the energies \(\lambda(q\mp\frac12)^2\), coupled by \(t\). Their mean is \(\lambda(q^2+\frac14)\) and half their difference is \(\lambda q\) in magnitude. The lower surface is

\[
G(q)=\lambda\left(q^2+\tfrac14\right)-\sqrt{\lambda^2q^2+t^2},
\qquad G''(0)=2\lambda-\frac{\lambda^2}{t}.
\]

The symmetric point is stable for \(\lambda<2t\). Above this threshold the hole localises and the order falls below one half. A generalised Born estimate, with ion radius 2.2 angstrom and static and fast permittivities 78 and 1.78, gives \(\lambda=1.20\) eV. As \(2t=3.44\) eV, the shared state survives in this estimate.

Water nevertheless weakens the bond. The charge of a separate thiolate is concentrated on one centre and is better solvated than the charge shared by the pair. How much this costs depends on how the fast, electronic part of the solvent polarisation responds. If it follows the hole from centre to centre, as assumed in \(\lambda\), then \(G(0)=\lambda/4-t\): sharing costs about \(\lambda/4=0.30\) eV, which leaves a well depth near 0.55 eV. If the whole polarisation responds only to the average charge, the depth drops from 0.845 to 0.313 eV and the length becomes 2.70 angstrom. Neither depth is a free energy of dissociation: the entropy gained by the separating fragments is left out.

Other omissions also matter. An undamped ion-induced attraction, with polarisability 3 cubic angstrom, would shorten the gas-phase bond to 2.59 angstrom if a full unit charge polarises a neutral partner, and to 2.68 angstrom if two half charges polarise each other. This is a rough estimate and must not be added to the water correction. At \(R_0\) the undamped full-charge term amounts to 1.22 eV, more than the 0.604 eV by which the anion lies above the fragments in (g). It is overestimated at so short a distance, but it shows that the model alone does not settle the sign of that energy for a real disulfide. If \(K\) falls by 10 percent of its value at \(R_0\) per angstrom, with \(C\) left unchanged, the length is 2.74 angstrom. A 5 percent smaller \(\zeta\) increases \(R_*\) by 0.145 angstrom. At 300 K, with a reduced mass of 16 atomic mass units, vibration on the model curve gives a mean length of 2.78 angstrom and an rms spread of about 0.10 angstrom.

Bis(3-sulfopropyl) disulfide is a real additive of the kind considered. The input length of 2.05 angstrom and the neutral well depth near 3 eV are of the rough size expected for an organic S–S bond. The anion length is best read as about 2.6 to 2.8 angstrom for this choice of orbital exponent and core range, a lengthening of roughly 0.5 to 0.7 angstrom. A longer core range moves it outward: with \(A\) refitted to \(R_0\), \(\rho=0.29\) angstrom gives 2.80 angstrom and \(\rho=0.37\) angstrom gives 2.84 angstrom. The model also assumes that the radical anion is free, which need not hold in a plating cell. A fragment bound to copper shares electrons with the metal, so neither the two-orbital count nor the calculated length can be carried over to it; the size of that change is not estimated here. The remaining values are listed in the numerical output.

## Numbers as computed

```
Round inputs, rough disulfide regime
coupling ratio K: 10.0 eV
on-site repulsion U: 11.0 eV
intersite repulsion V: 7.0 eV
effective repulsion u: 4.0 eV
orbital exponent: 3.40 1/angstrom
neutral length R0 (input): 2.05 angstrom
core repulsion range: 0.20 angstrom
Bond results
core repulsion A: 0.426 eV
overlap at R0: 0.3483
hopping at R0: 3.963 eV
outward-force threshold u/(4 sqrt3): 0.577 eV
neutral bond order: 0.9696
anion bond order: 0.5000
neutral well depth: 2.988 eV
distance where S is one third: 2.117 angstrom
optimum overlap S*: 0.17157
reduced distance p*: 9.3384
sigma-only length R*: 2.747 angstrom
sigma-only well depth: 0.858 eV
overlap decay length at R*: 0.746 angstrom
sigma stiffness at R*: 3.178 eV/angstrom^2
core force at R*: 0.0654 eV/angstrom
core shift, formula: 0.0187 angstrom
core shift, minimised: 0.0192 angstrom
anion length R3: 2.766 angstrom
bond lengthening: 0.716 angstrom
bond lengthening, converted: 0.0716 nm
overlap at R3: 0.1672
hopping at R3: 1.720 eV
overlap repulsion 3St at R3: 0.863 eV
anion well depth: 0.845 eV
anion/neutral depth ratio: 0.283
anion energy at R0: 0.604 eV
relaxation energy R0 to R3: 1.449 eV
length without third-electron repulsion: 2.465 angstrom
lengthening then remaining: 0.415 angstrom
extra from third-electron repulsion: 0.301 angstrom
Rough sizes of neglected effects
ion radius 2.2 angstrom; permittivities 78.0, 1.78
solvent reorganisation energy: 1.200 eV
localisation threshold 2t: 3.440 eV
well depth with water: 0.313 eV
length with water: 2.702 angstrom
polarisability used: 3.0 angstrom^3
ion-induced energy at R3: 0.369 eV
length with gas-phase polarisation: 2.590 angstrom
interfacial field: 10.0 MV/cm
site energy difference from field: 0.277 eV
bond order in field: 0.4984
length if K falls 10 percent/angstrom: 2.740 angstrom
R* change for 5 percent smaller exponent: 0.145 angstrom
bath 300 K; reduced mass 16 u
thermal energy: 0.0259 eV
mean length with vibration: 2.779 angstrom
rms length spread: 0.096 angstrom
```
